# Negative Current Cross-Correlations of Non-Interacting Fermions, with a Beam Splitter: test program

```python
"""
Result under test: for non-interacting fermions in a normal conductor with
constant terminal voltages, the zero-frequency cross-correlation (a != b) is
  S_ab = -(2e^2/h) Int dE { T_ba f_a(1-f_a) + T_ab f_b(1-f_b) + Tr[M_ab M_ab^+] },
which is never positive.
  s    : scattering matrix (outgoing = s incoming), T_ab = Tr[s_ab^+ s_ab]
  f_a  : Fermi occupation of terminal a;  N = diag(f);  M = s N s^+
  P_a  : projector on the channels of terminal a
  A(a) = P_a - s^+ P_a s : current matrix, current positive into the conductor
  S_ab = Int dt <dI_a(t) dI_b(0) + dI_b(0) dI_a(t)>
Beam splitter: sources 1, 2; outputs 3, 4; |s_31|^2 = D, |s_41|^2 = R = 1 - D:
  S_34 = -(2e^2/h) D R [ eV coth(eV/2kT) - 2kT ].
"""
import numpy as np
from scipy.constants import e, h, k
from scipy.special import expit
from scipy.stats import binom, poisson, unitary_group

rng = np.random.default_rng(7)


def current_matrix(s, channels):
    P = np.zeros(s.shape)
    P[channels, channels] = 1.0
    return P - s.conj().T @ P @ s


def trace_definition(s, f, ch_a, ch_b):
    """Tr[N A(a) (1-N) A(b)] for one energy."""
    N = np.diag(f)
    A, B = current_matrix(s, ch_a), current_matrix(s, ch_b)
    return np.trace(N @ A @ (np.eye(len(f)) - N) @ B)


def three_terms(s, f, ch_a, ch_b):
    """Derived cross-correlation integrand, different terminals only."""
    M = (s * f) @ s.conj().T
    fa, fb = f[ch_a[0]], f[ch_b[0]]
    T_ba = np.sum(abs(s[np.ix_(ch_b, ch_a)])**2)
    T_ab = np.sum(abs(s[np.ix_(ch_a, ch_b)])**2)
    coherent = np.sum(abs(M[np.ix_(ch_a, ch_b)])**2)
    return -(T_ba*fa*(1 - fa) + T_ab*fb*(1 - fb) + coherent)


# --- Many-body check: four fermion modes in the full 16-dimensional Fock space
def kron_all(factors):
    out = np.eye(1)
    for factor in factors:
        out = np.kron(out, factor)
    return out


lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
modes = [kron_all([parity]*i + [lower] + [np.eye(2)]*(3 - i)) for i in range(4)]
fock_error = 0.0
for trial in range(5):
    s = unitary_group.rvs(4, random_state=rng)
    f = rng.random(4)
    rho = kron_all([np.diag([1 - x, x]) for x in f])
    currents = []
    for a in range(4):
        A = current_matrix(s, [a])
        currents.append(sum(A[i, j]*modes[i].T @ modes[j]
                            for i in range(4) for j in range(4)))
    for a in range(4):
        for b in range(4):
            if a != b:
                X, Y = currents[a], currents[b]
                cov = np.trace(rho @ X @ Y) - np.trace(rho @ X)*np.trace(rho @ Y)
                fock_error = max(fock_error, abs(cov - three_terms(s, f, [a], [b])))
assert fock_error < 1e-11

# --- Random conductors with 2, 1 and 3 channels in three terminals
blocks = [[0, 1], [2], [3, 4, 5]]
largest, expansion_error, conservation_error = -np.inf, 0.0, 0.0
n_random = 400
for trial in range(n_random):
    s = unitary_group.rvs(6, random_state=rng)
    f = np.repeat(rng.random(3), [2, 1, 3])
    table = np.array([[trace_definition(s, f, a, b) for b in blocks] for a in blocks])
    conservation_error = max(conservation_error, abs(table.sum(axis=1)).max())
    for a in range(3):
        for b in range(3):
            if a != b:
                largest = max(largest, table[a, b].real)
                expansion_error = max(expansion_error, abs(
                    table[a, b] - three_terms(s, f, blocks[a], blocks[b])))
assert largest < 0 and expansion_error < 1e-12 and conservation_error < 1e-12

# --- Time evolution of a three-lead lattice (hopping J = 1, hbar = 1)
L, site_energy, kT_lat = 150, 0.2, 0.1
coupling = np.array([0.8, 0.7, 0.6])
mu_lat = np.array([0.6, -0.6, -0.2])
size = 3*L + 1                          # site 0 is the junction
H = np.zeros((size, size))
H[0, 0] = site_energy
n0 = np.zeros((size, size))             # initial one-particle density matrix
lead_sites = []
for i in range(3):
    sites = np.arange(1 + i*L, 1 + (i + 1)*L)
    lead_sites.append(sites)
    H_lead = -np.eye(L, k=1) - np.eye(L, k=-1)
    H[np.ix_(sites, sites)] = H_lead
    H[0, sites[0]] = H[sites[0], 0] = -coupling[i]
    levels, vectors = np.linalg.eigh(H_lead)
    n0[np.ix_(sites, sites)] = (vectors*expit((mu_lat[i] - levels)/kT_lat)) @ vectors.T
energies, states = np.linalg.eigh(H)
assert abs(energies).max() < 2.0        # no bound state outside the band


def charge_covariance(time):
    """Covariance matrix of the particle numbers transferred in the leads."""
    U = (states*np.exp(-1j*energies*time)) @ states.T
    change = []
    for sites in lead_sites:
        B = U[sites].conj().T @ U[sites]
        B[sites, sites] -= 1.0
        change.append(B)
    left = [n0 @ B for B in change]
    right = [(np.eye(size) - n0) @ B for B in change]
    return np.array([[np.sum(x*y.T).real for y in right] for x in left])


t_start, t_end = 60.0, 120.0            # before echoes from the lead ends
rate_time = (charge_covariance(t_end) - charge_covariance(t_start))/(t_end - t_start)
nodes, weights = np.polynomial.legendre.leggauss(400)
theta = 0.5*np.pi*(nodes + 1)
rate_scatt = np.zeros((3, 3))
for angle, weight in zip(theta, 0.5*np.pi*weights):
    E = -2*np.cos(angle)
    root = 2*np.sin(angle)
    G = 1/(E - site_energy - np.sum(coupling**2)*(E - 1j*root)/2)
    amplitude = coupling*np.sqrt(root)
    s = np.eye(3) - 1j*G*np.outer(amplitude, amplitude)
    f = expit((mu_lat - E)/kT_lat)
    for a in range(3):
        for b in range(3):
            if a != b:
                rate_scatt[a, b] += weight*root*three_terms(s, f, [a], [b])/(2*np.pi)
pairs = [(0, 1), (0, 2), (1, 2)]
for a, b in pairs:
    assert rate_time[a, b] < 0
    # finite observation time leaves small transients in the growth rate
    assert abs(rate_time[a, b]/rate_scatt[a, b] - 1) < 0.01

# --- Beam splitter, defining trace integrated over energy
D, V, T = 0.40, 50e-6, 0.050
R = 1 - D
conductance = e**2/h


def splitter_matrix(D):
    u = np.array([[np.sqrt(D), 1j*np.sqrt(1 - D)], [1j*np.sqrt(1 - D), np.sqrt(D)]])
    return np.block([[np.zeros((2, 2)), u.T], [u, np.zeros((2, 2))]])


def noise_quadrature(a, b, voltages, T, D):
    """S_ab from Tr[N A(1-N) B]; terminals numbered 1 to 4."""
    mu = e*np.array(voltages)
    E = np.linspace(mu.min() - 40*k*T, mu.max() + 40*k*T, 8001)
    f = expit((mu[None, :] - E[:, None])/(k*T))
    s = splitter_matrix(D)
    W = current_matrix(s, [a - 1])*current_matrix(s, [b - 1]).T
    integrand = np.einsum('ei,ij,ej->e', f, W, 1 - f).real
    return 2*conductance*integrand.sum()*(E[1] - E[0])


def thermal_bracket(V, T):
    return e*V/np.tanh(e*V/(2*k*T)) - 2*k*T


def S34_formula(V, T, D):
    return -2*conductance*D*(1 - D)*thermal_bracket(V, T)


one_source, two_sources = [V, 0, 0, 0], [V, V, 0, 0]
scale = 2*conductance*e*V
for D_test in (0.1, 0.4, 0.5, 0.85):
    for T_test in (0.01, 0.05, 0.3, 1.0):
        direct = noise_quadrature(3, 4, one_source, T_test, D_test)
        assert abs(direct/S34_formula(V, T_test, D_test) - 1) < 1e-6
S34 = noise_quadrature(3, 4, one_source, T, D)
S33 = noise_quadrature(3, 3, one_source, T, D)
S44 = noise_quadrature(4, 4, one_source, T, D)
S34_equal = noise_quadrature(3, 4, two_sources, T, D)
S34_equilibrium = noise_quadrature(3, 4, [0, 0, 0, 0], T, D)
assert abs(S33/(4*k*T*conductance + abs(S34_formula(V, T, D))) - 1) < 1e-6
assert abs(S44/S33 - 1) < 1e-6
assert abs(S34_equal) < 1e-10*scale and abs(S34_equilibrium) < 1e-10*scale

# Zero temperature: only source 1 is filled in an energy window of width eV
S34_zero = 2*conductance*e*V*trace_definition(
    splitter_matrix(D), np.array([1., 0., 0., 0.]), [2], [3]).real
assert abs(S34_zero/(-2*e**3*V*D*R/h) - 1) < 1e-12

# Small bias: quadratic law, corrections of relative order (eV/kT)^2/60
V_small = 0.1*k*T/e
S34_small = noise_quadrature(3, 4, [V_small, 0, 0, 0], T, D)
S34_small_law = -2*conductance*D*R*(e*V_small)**2/(6*k*T)
assert abs(S34_small/S34_small_law - 1) < 1e-3

# Mean currents delivered to the outputs, from outgoing minus incoming occupation
E = np.linspace(-40*k*T, e*V + 40*k*T, 8001)
f_all = expit((e*np.array(one_source)[None, :] - E[:, None])/(k*T))
mean_out = []
for terminal in (2, 3):
    diagonal = np.diag(current_matrix(splitter_matrix(D), [terminal])).real
    mean_out.append(-(e/h)*(f_all @ diagonal).sum()*(E[1] - E[0]))
assert abs(mean_out[0]/(conductance*D*V) - 1) < 1e-6
assert abs(mean_out[1]/(conductance*R*V) - 1) < 1e-6


# --- Counting picture: random number of arrivals, each sent to output 3 or 4
def split_covariance(arrivals, probability):
    m3 = m4 = m34 = 0.0
    for n, p in zip(arrivals, probability):
        n3 = np.arange(n + 1)
        joint = p*binom.pmf(n3, n, D)
        m3 += np.sum(joint*n3)
        m4 += np.sum(joint*(n - n3))
        m34 += np.sum(joint*n3*(n - n3))
    return m34 - m3*m4


many = np.arange(121)
streams = {'regular, always 20': (np.array([20]), np.array([1.0])),
           'Poisson, mean 20': (many, poisson.pmf(many, 20)),
           '10 or 30, equal odds': (np.array([10, 30]), np.array([0.5, 0.5]))}
split_results = {}
for name, (arrivals, probability) in streams.items():
    mean = np.sum(arrivals*probability)
    variance = np.sum(arrivals**2*probability) - mean**2
    split_results[name] = (variance, split_covariance(arrivals, probability))
    assert abs(split_results[name][1] - D*R*(variance - mean)) < 1e-8

# Slow source-voltage noise adds +(e^2/h)^2 D R S_V to S_34
S_V_threshold = -S34_zero/(conductance**2*D*R)
assert abs(S_V_threshold/(2*h*V/e) - 1) < 1e-12

# --- Printed results
unit = 1e-30
print(f"Fock-space check, largest deviation: {fock_error:.1e}")
print(f"Random three-terminal conductors tested: {n_random}")
print(f"Largest cross-correlation integrand found: {largest:.4f}")
print(f"Expansion check, largest deviation: {expansion_error:.1e}")
print("Lattice: hopping J = 1, hbar = 1, lead length", L, "sites")
print("Lattice junction energy (J):", site_energy, " kT (J):", kT_lat)
print("Lattice couplings (J):", coupling, " potentials (J):", mu_lat)
print(f"Lattice time window (hbar/J): {t_start:.0f} to {t_end:.0f}")
for a, b in pairs:
    print(f"Covariance rate leads {a+1},{b+1} (J/hbar): time evolution "
          f"{rate_time[a, b]:.5f}, scattering {rate_scatt[a, b]:.5f}")
print(f"Beam splitter: D = {D:.2f}, R = {R:.2f}")
print(f"V = {V*1e6:.1f} microvolt, T = {T*1e3:.1f} mK")
print(f"e^2/h = {conductance*1e6:.4f} microsiemens")
print(f"eV = {e*V/e*1e6:.3f} microelectronvolt")
print(f"kT = {k*T/e*1e6:.4f} microelectronvolt")
print(f"eV/(2kT) = {e*V/(2*k*T):.4f}")
print(f"eV coth(eV/2kT) - 2kT = {thermal_bracket(V, T)/e*1e6:.4f} microelectronvolt")
print(f"Mean current delivered to 3: {mean_out[0]*1e9:.4f} nA")
print(f"Mean current delivered to 4: {mean_out[1]*1e9:.4f} nA")
print(f"S_34 at zero temperature: {S34_zero/unit:.3f} e-30 A^2/Hz")
print(f"S_34 at T, quadrature: {S34/unit:.3f} e-30 A^2/Hz")
print(f"S_34 at T, closed form: {S34_formula(V, T, D)/unit:.3f} e-30 A^2/Hz")
print(f"4kT e^2/h: {4*k*T*conductance/unit:.3f} e-30 A^2/Hz")
print(f"S_33 at T, quadrature: {S33/unit:.3f} e-30 A^2/Hz")
print(f"S_34/sqrt(S_33 S_44) at T: {S34/np.sqrt(S33*S44):.4f}")
print(f"|S_34| with both sources at V, relative to 2e^3V/h: "
      f"{abs(S34_equal)/scale:.1e}")
for T_row in (0.01, 0.1, 0.3, 1.0):
    value = noise_quadrature(3, 4, one_source, T_row, D)
    print(f"S_34 at {T_row*1e3:.0f} mK: {value/unit:.3f} e-30 A^2/Hz")
print(f"Small bias eV = 0.1 kT, S_34 / quadratic law: {S34_small/S34_small_law:.5f}")
for name, (variance, covariance) in split_results.items():
    print(f"Arrivals {name}: variance {variance:.2f}, "
          f"covariance {covariance + 0.0:.2f}")
print(f"Voltage-noise threshold 2hV/e: {S_V_threshold*1e18:.4f} e-18 V^2/Hz")
print(f"Its square root: {np.sqrt(S_V_threshold)*1e9:.4f} nV/sqrt(Hz)")
print("checks complete")
```

It prints:

```
Fock-space check, largest deviation: 8.4e-17
Random three-terminal conductors tested: 400
Largest cross-correlation integrand found: -0.0107
Expansion check, largest deviation: 3.3e-16
Lattice: hopping J = 1, hbar = 1, lead length 150 sites
Lattice junction energy (J): 0.2  kT (J): 0.1
Lattice couplings (J): [0.8 0.7 0.6]  potentials (J): [ 0.6 -0.6 -0.2]
Lattice time window (hbar/J): 60 to 120
Covariance rate leads 1,2 (J/hbar): time evolution -0.02163, scattering -0.02163
Covariance rate leads 1,3 (J/hbar): time evolution -0.02093, scattering -0.02093
Covariance rate leads 2,3 (J/hbar): time evolution -0.03577, scattering -0.03577
Beam splitter: D = 0.40, R = 0.60
V = 50.0 microvolt, T = 50.0 mK
e^2/h = 38.7405 microsiemens
eV = 50.000 microelectronvolt
kT = 4.3087 microelectronvolt
eV/(2kT) = 5.8023
eV coth(eV/2kT) - 2kT = 41.3836 microelectronvolt
Mean current delivered to 3: 0.7748 nA
Mean current delivered to 4: 1.1622 nA
S_34 at zero temperature: -148.966 e-30 A^2/Hz
S_34 at T, quadrature: -123.295 e-30 A^2/Hz
S_34 at T, closed form: -123.295 e-30 A^2/Hz
4kT e^2/h: 106.974 e-30 A^2/Hz
S_33 at T, quadrature: 230.269 e-30 A^2/Hz
S_34/sqrt(S_33 S_44) at T: -0.5354
|S_34| with both sources at V, relative to 2e^3V/h: 0.0e+00
S_34 at 10 mK: -143.831 e-30 A^2/Hz
S_34 at 100 mK: -98.521 e-30 A^2/Hz
S_34 at 300 mK: -45.269 e-30 A^2/Hz
S_34 at 1000 mK: -14.325 e-30 A^2/Hz
Small bias eV = 0.1 kT, S_34 / quadratic law: 0.99983
Arrivals regular, always 20: variance 0.00, covariance -4.80
Arrivals Poisson, mean 20: variance 20.00, covariance 0.00
Arrivals 10 or 30, equal odds: variance 100.00, covariance 19.20
Voltage-noise threshold 2hV/e: 0.4136 e-18 V^2/Hz
Its square root: 0.6431 nV/sqrt(Hz)
checks complete
```
